Choosing the Gate-Voltage Window for Charge-Based MOSFET Parameter Extraction

A transistor fit can reproduce every measured current and still return a meaningless threshold voltage. In the example below, eleven weak-inversion currents with 1% noise are fitted about equally well by a threshold of 0.45 V with a specific current of 0.44 μA, and by 0.60 V with 45 μA. The second specific current is a hundred times the first, and the data do not object.

The setting that decides this is the gate-voltage window of the fit, together with the choice of which parameters are left free. It belongs to device-parameter extraction, not to an electronic-structure calculation. The theory below shows what each part of the window determines.

**The model behind the fit**

Consider a long n-channel MOSFET with source tied to bulk, constant mobility μ, width W and channel length Λ. Let Q > 0 be the magnitude of the inversion charge per area, ψ the surface potential, C the oxide capacitance per area and U = kT/e. With depletion charge Cγ√ψ, where γ is the body-effect coefficient, and flat-band voltage V_FB, charge balance reads

Q = C(V_G − V_FB − ψ − γ√ψ).

At fixed V_G its slope is dQ/dψ = −nC, with n = 1 + γ/(2√ψ). At Q = 0 the same expression gives dV_G/dψ = n. The model takes n constant in both uses.

Let x run from source to drain, with current counted positive from drain to source. Potential rises and charge falls toward the drain, so drift and diffusion add:

I = μW(Q dψ/dx − U dQ/dx).

Substitute dψ = −dQ/(nC) and Q = 2nUCq:

I dx = −μW(Q/(nC) + U)dQ
= −2nμCWU²(2q + 1)dq.

Integration over the channel gives

I = I_spec[(q² + q)_source − (q² + q)_drain],
I_spec = 2nμC(W/Λ)U².

In saturation the drain term is negligible, leaving I = I_spec i with i = q² + q, where q now means the source charge.

A second expression for the same current uses the channel quasi-Fermi voltage V_ch: I = μWQ dV_ch/dx. Equating the two forms and dividing by UQ gives

dV_ch/U = −(2 + 1/q)dq.

Its integral is 2q + ln q = (V_P − V_ch)/U, where the integration constant defines the pinch-off voltage V_P. To find how V_P depends on gate voltage, equate the two current expressions before ψ is eliminated: dV_ch = dψ − U dQ/Q. Hence ψ − V_ch − U ln q has one value K along the channel. This is the Boltzmann law for the carriers, and the model takes K independent of V_G. With constant n, charge balance reads Q = nC(ψ_P − ψ), or 2Uq = ψ_P − ψ, where ψ_P is the surface potential at Q = 0. Adding the two relations gives V_P = ψ_P − K. Since dψ_P/dV_G = 1/n, V_P is linear in gate voltage, V_P = (V_G − V_T)/n, and this defines V_T. At the source V_ch = 0, so

2q + ln q = v, v = s(V_G − V_T), s = 1/(nU).

Thus V_T is the gate voltage at which v = 0, where i = 0.608. It is not the intercept of an extrapolated strong-inversion curve, and values found under another definition must be converted before comparison.

Exponentiating gives q e^{2q} = e^v. Multiplication by 2 turns this into the defining equation of the Lambert function 𝒲:

q = 𝒲(2e^v)/2.

As a test of the current law, q was integrated numerically over channel voltage for v = −5, 0 and 10. The results agreed with q² + q to within one part in 10⁷.

**What the least-squares fit does**

Let L = ln(I_spec/1 A). The natural unknowns are s, L and V_T, because temperature enters the fitted curve through s alone. A known temperature then gives n = 1/(sU). An error in the assumed temperature changes n but leaves the fitted I_spec and V_T untouched.

Assume independent errors of equal standard deviation σ in ln I. The fit minimizes the sum of squared differences in ln I, so each decade of current carries weight. To find the sensitivities, differentiate both laws with respect to q:

d ln i/dq = (2q + 1)/[q(1 + q)],
dv/dq = (2q + 1)/q.

Their ratio is

d ln i/dv = 1/(1 + q).

Since ln I = L + ln i(v), the chain rule gives

∂ln I/∂s = (V_G − V_T)/(1 + q),
∂ln I/∂L = 1,
∂ln I/∂V_T = −s/(1 + q).

These derivatives form the three columns of the Jacobian J, with one row per data point.

Starting values come from turning currents into charges. For a trial I_spec, the positive root of q² + q − i = 0 is

q = [√(1 + 4i) − 1]/2 = 2i/[1 + √(1 + 4i)].

The second form avoids subtracting nearly equal numbers when i is small. Compute v = 2q + ln q at each point and fit the straight line V_G = V_T + v/s. A small error δ in ln I moves v by (1 + q)δ, and hence the inferred gate voltage by (1 + q)δ/s. The voltage residual is therefore multiplied by 1/(1 + q) in the line fit. Multiplying it by s as well expresses it as a log-current error, so that different trial values of I_spec can be compared. The trial with the smallest sum supplies the start.

Gauss-Newton refinement then solves JΔ ≈ r in the least-squares sense, where r is measured minus modelled ln I and Δ is the parameter step. If the full step raises the squared sum, it is halved until the sum no longer rises. Steps are repeated until they are negligible. For small errors the parameter covariance is σ²(JᵀJ)⁻¹.

**Why weak inversion cannot separate threshold and specific current**

Let z = e^v, which is small in weak inversion. From q = z e^{−2q},

q = z − 2z² + O(z³).

Since ln q = v − 2q,

ln i = v − 2q + ln(1 + q)
= v − q − q²/2 + O(q³)
= v − z + (3/2)z² + O(z³).

The leading law is therefore

ln I = L + s(V_G − V_T) = (L − sV_T) + sV_G.

A straight line has two coefficients. They fix s and L − sV_T, and no algorithm can extract a third number from them. In particular, the replacement

V_T → V_T + δ, L → L + sδ

leaves this exponential law unchanged for every δ.

The full law contains a trace of further information. Under the same replacement v becomes v − sδ and z becomes z e^{−sδ}, so the change in ln I is

z(1 − e^{−sδ}) + O(z²).

For a positive shift the leading change is less than z, however large the shift. "Cannot separate" is thus strict in the exponential limit. At finite current it means that, for an upward shift of threshold, the distinguishing signal is at most a fraction of about q of the current and must be seen above the noise.

To turn this into an error bar, write h = q/(1 + q), so that 1/(1 + q) = 1 − h. The threshold column becomes −s + sh. Any part of it that lies in the span of the other two columns can be imitated by changing L and s, and carries no separate information about V_T. The constant −s is such a part. Let P⊥ remove everything in the span of 1 and v/(1 + q). What remains is the vector a = sP⊥h. A threshold change is estimated from the residuals as a·r/‖a‖², which has variance σ²/‖a‖². Therefore

sd(V_T) = σ/(s‖P⊥h‖).

This is the exact result for the linearized fit. In weak inversion h ≈ z ≈ i. Slide a window of fixed voltage width and fixed number of points toward lower current. The pattern of h within it keeps its shape and scales with the largest value i_max, so

sd(V_T) ∝ 1/i_max.

Averaging N independent repetitions reduces the error by √N. Lowering the window top by a factor of ten must then be paid for with a hundred times as many measurements.

**The opposite limit**

Strong inversion alone has its own ambiguity. For q ≫ 1, put q = (v − ln q)/2 into i = q² + q:

i = (v²/4)[1 + 2(1 − ln q)/v + …].

The leading current is

I ≈ I_spec s²(V_G − V_T)²/4.

This fixes V_T and the product I_spec s², but not n and I_spec separately. The correction falls only like (ln v)/v, so this degeneracy is approached much more slowly than the weak-inversion one. The two regimes are complementary: the exponential part supplies s, the square-law part supplies V_T, and with both known the prefactor of either part gives I_spec.

**A worked extraction**

Take round parameters: T = 300 K, 4 nm oxide, W = Λ = 10 μm, μ = 300 cm²/Vs, n = 1.25 and V_T = 450 mV. Then U = 25.85 mV, and

s = 1/(1.25 × 0.025852 V) = 30.95 V⁻¹.

With C = 0.8633 μF/cm² = 0.008633 F/m² and μ = 0.03 m²/Vs,

I_spec = 2 × 1.25 × 0.03 × 0.008633 × (0.025852)² A = 0.4327 μA.

Synthetic currents at 66 gate voltages from 0.20 to 0.85 V run from 0.189 nA to 14.7 μA, or i from 4.4 × 10⁻⁴ to 34. Random errors with σ = 0.01 are added to ln I.

The charge-based line fit starts the search at n = 1.254, I_spec = 0.440 μA and V_T = 451.0 mV. The refined values, with predicted standard deviations, are

n = 1.2481 ± 0.0012,
I_spec = 0.4296 μA ± 0.5%,
V_T = 449.5 ± 0.3 mV.

Each lies about 1.6 standard deviations or less from the input. The squared residuals divided by σ² sum to χ² = 61.7 for 63 degrees of freedom, as expected for the right model and noise level. In 400 repeated synthetic experiments the scatter of V_T was 0.288 mV, against a predicted 0.293 mV.

Now keep just the eleven points up to 0.30 V, where i does not exceed 0.0096. Hold V_T at chosen values and refit s and I_spec:

V_T = 0.40 V: I_spec = 0.098 μA, χ² = 19.80
V_T = 0.45 V: I_spec = 0.440 μA, χ² = 15.40
V_T = 0.50 V: I_spec = 2.04 μA, χ² = 14.74
V_T = 0.60 V: I_spec = 44.8 μA, χ² = 14.59

A straight line, which is the limit V_T → ∞ at fixed L − sV_T, gives 14.58. This noise sample slightly prefers thresholds above the true one, but the difference of 0.82 between 0.45 V and the line is no evidence against either. The curve gives some resistance on the low side, because a low threshold would demand more bending than is seen. It gives no useful upper bound. In the full data set, by contrast, moving V_T by 10 mV either way and refitting the other two parameters raises χ² by more than 1100.

The compensated shift explains the difference. Raising V_T by 100 mV while multiplying I_spec by e^{sδ} = 22.1 changes the weak-inversion currents by at most 0.9%, less than the noise of one point. The linearized error of V_T for these eleven points is 94 mV. That is too large for a linear error bar to be taken literally, and the profile above is the better description.

The slope survives. The line gives s = 30.96 V⁻¹, hence n = 1/(30.96 × 0.025852) = 1.249. For eleven points 10 mV apart, the squared voltage distances from their mean sum to 0.011 V², so the slope error from noise is 0.01/√0.011 = 0.095 V⁻¹, or 0.3%. The line also carries a bias of similar size: because d ln i/dv = 1/(1 + q) is slightly below 1, noise-free currents give a slope of 30.86 V⁻¹ instead of 30.95. If V_T is left free in the full law, the linearized error of s grows to 0.25 V⁻¹.

Sliding an eleven-point window of width 0.10 V shows the scaling law. For i_max = 0.1, 0.01, 0.001 and 0.0001, the linearized errors of V_T are 12, 90, 865 and 8605 mV. The last ratio is 9.95, close to the limiting value of 10. The largest entries signal missing information, not a plausible spread of thresholds. Reaching 5 mV from the window ending at i = 0.01 would take (90.06/5)² ≈ 324 independent repetitions. These lower the noise of each averaged point to 1%/√324 ≈ 0.06%, and systematic errors that bend the curve would have to stay below that level too. The charge-sheet currents described below fail this condition. Their varying n bends ln I upward. The onset of moderate inversion wins only in the top few points of the window, and the net curvature over the window is upward, so a free fit to the eleven lowest points finds no meaningful threshold even without noise. Averaging cannot cure that.

**How a real transistor moves the answer**

The example lies in the regime of a long transistor in a roughly 180 nm bulk silicon process, and its parameters are rough typical values. Two neglected effects were examined by refitting. For the rough values used here, mobility loss has the larger influence on I_spec and V_T, and the variation of n with bias has the larger influence on the fitted n. Suppose mobility falls as 1/(1 + θQ/C), with a rough θ = 0.3 V⁻¹ and Q taken at the source. At the highest gate voltage Q/C = 2nUq = 0.346 V, and the current drops by 9.4%. Using the source charge for the whole channel overstates the loss for a given θ: with the local charge in its place, the drop is 6.2% and the shifts given next are about a third smaller. Refitting noise-free currents with the constant-mobility model shifts I_spec by −10%, V_T by −4.5 mV and n by −0.007. The first two shifts are many times the statistical errors, so the small error bars above describe noise, not accuracy for a real device.

Constant n is also an approximation. Currents from a charge-sheet calculation, which keeps the nonlinear depletion charge, were fitted for a doping of 5 × 10¹⁷ cm⁻³. The flat-band voltage was set by matching weak-inversion charge at a nominal V_T of 450 mV. The fit misses by 0.3% rms and shifts V_T by 1.8 mV, but returns n = 1.275 where the local value at threshold is 1.239. With the Pao-Sah double integral in place of the charge sheet, n stays at 1.275, the shift of V_T becomes 2.2 mV, and I_spec lies about 5% rather than 2% above 2nμC(W/Λ)U² at n = 1.239. Since n = 1 + γ/(2√ψ) rises at lower surface potential, weak-inversion points favour a larger n. That gives the direction, but not the whole shift: with γ = 0.472 V^{1/2} the formula reaches about 1.268 at the lowest gate voltage. The weak-inversion charge also contains a factor 1/√ψ, which flattens the current slope and raises the apparent value there to n/(1 − U/(2ψ)) ≈ 1.289. The fitted n is therefore an effective parameter, not the local slope factor at a bias within the window.

Other estimates at the top of the window are smaller: at most about 4% in current from carrier degeneracy, and about 1% each from channel shortening at a drain voltage of 1.8 V and from a 100 Ω source resistance. Smaller does not mean invisible to the fit. Degeneracy in a single two-valley subband lowers the top current by 1.8% and shifts the refitted I_spec by −2% and V_T by −0.7 mV; the source resistance shifts them by −1% and −0.4 mV. All of these exceed the statistical errors. The mean channel field is 1% of the velocity-saturation field. A charge layer 1 nm deep lowers the gate capacitance by about 8%, which matters when mobility is deduced from I_spec with the bare oxide capacitance. Gate tunnelling, estimated at 10⁻¹⁷ A, is negligible, and the oxide field of about 2 MV/cm is well below a rough breakdown field of 10 MV/cm. Interface traps, which add to n, and Coulomb scattering, which lowers mobility at low inversion charge in doped channels, were not examined; both act on the weak and moderate part of the window. Short channels strengthen several of these effects, and the long-channel model should not be carried over to them unchanged.

**Choosing the window and the free parameters**

Leave all three parameters free when the window includes both a clear exponential section and currents well above I_spec. The lower end should stay above leakage and instrument offset, which the model omits. The upper end is a compromise: h = q/(1 + q) approaches 1, while mobility loss continues to grow with charge. Lower the upper end in steps and refit. If I_spec or V_T drifts by more than its statistical error allows, model error is present. If mobility loss is the cause, shrink the window or add a mobility law. Shrinking does not cure the variation of n: for the charge-sheet currents, lowering the upper end from 0.85 to 0.50 V leaves the fitted n near 1.275 and does not reduce the shift of V_T. A steady fitted value is therefore no proof of accuracy.

If just weak-inversion data exist, fit a straight line and report its slope and the gate voltage at a stated current inside the window. Both are well determined. To quote V_T as well, take I_spec from an independent source and hold it fixed. At fixed s, the constraint on L − sV_T gives δV_T = δL/s. Here a specific current 10% too high raises V_T by ln(1.1)/30.95 V⁻¹ = 3.1 mV, and slope error adds to this because the line must be extrapolated to threshold. For the eleven points that is 0.6 mV from noise and a bias of 0.6 mV from the curvature of the ideal law. For the charge-sheet currents the bias is about 3 mV even with the correct I_spec. The resulting V_T then rests on the supplied I_spec and should be reported with it.

If just strong-inversion data exist, fix n from a subthreshold slope measured at the same temperature. This removes the ambiguity but not the model error. For noise-free currents from 0.60 to 0.85 V, V_T comes out about 3 mV too high with the charge-sheet model, whose slope between 0.20 and 0.30 V gives n = 1.285. With the local-charge mobility law it comes out about 7 mV too low, and I_spec about 9% too low. A temperature taken 3 K too high would change the fitted n from 1.248 to 1.236. The remaining values for the example are in the numerical output.

Calculated quantities

```
T 300 K; U 25.852 mV; noise in ln I 0.010
oxide 4.0 nm; W 10 um; L 10 um
mobility 300 cm2/Vs; C_ox 0.8633 uF/cm2
true n 1.250; I_spec 0.4327 uA; V_T 450.0 mV
true s 30.9454 1/V; i at V_T 0.6080
V_G 0.20 to 0.85 V; points 66
i range 4.365e-04 to 33.98; largest q 5.350
current range 0.1889 nA to 14.703 uA
scan start: n 1.2535; I_spec 0.4402 uA; V_T 450.99 mV
fit: n 1.2481; I_spec 0.4296 uA; V_T 449.53 mV
predicted sd: n 0.00122; I_spec 0.475 %; V_T 0.293 mV
sd of 400 fits: n 0.00122; I_spec 0.465 %; V_T 0.288 mV
fit chi2 61.71 for 63 degrees of freedom
full data: chi2 rise at V_T -10, +10 mV: 1203.7, 1131.6
weak set: 11 points to 0.30 V; largest i 0.00955
weak linearized sd: V_T 94.1 mV; ln I_spec 2.857
correlation ln I_spec, V_T: full 0.96464; weak 0.9999778
V_T +100 mV and I_spec x 22.08: largest weak ln I change 0.00907
weak profile V_T 0.40 V: I_spec 0.0982 uA; chi2 19.802
weak profile V_T 0.45 V: I_spec 0.4399 uA; chi2 15.404
weak profile V_T 0.50 V: I_spec 2.0386 uA; chi2 14.742
weak profile V_T 0.60 V: I_spec 44.8378 uA; chi2 14.590
weak straight line: chi2 14.583; slope 30.956 1/V
0.10 V window, 11 points, top i 1e-01: sd V_T 12.32 mV
0.10 V window, 11 points, top i 1e-02: sd V_T 90.06 mV
0.10 V window, 11 points, top i 1e-03: sd V_T 864.59 mV
0.10 V window, 11 points, top i 1e-04: sd V_T 8605.27 mV
repeats of top i 1e-02 window for sd 5 mV: 324
mobility loss 0.3 1/V: current loss at top 9.40 %
  refit shifts: n -0.0073; I_spec -10.13 %; V_T -4.51 mV
  refit rms ln I misfit 0.01072
charge sheet: doping 5.0e+17 cm-3; gamma 0.4719 V^0.5; n 1.2387
  refit: n 1.2748; V_T shift +1.82 mV; rms 0.00290
  I_spec relative to 2 n beta U^2: 1.0232
mean channel field / velocity-saturation field 0.0096
channel shortening 0.91 % at V_D 1.8 V
source 100 ohm: current loss about 0.90 %
degeneracy: diffusion factor 1.244; current effect about 3.84 %
1 nm charge depth: gate capacitance loss about 8.3 %
drain-side charge q 1.4e-25; oxide field 2.21 MV/cm
gate tunnelling estimate 1.4e-17 A
n if temperature is taken 3 K too high: 1.2358
```
